# Reduced matrix elements in cubic groups and the Γ8 quartet: a numerical check

```python
# Result under test: matrix elements of a symmetry-adapted operator are
#   <c k|T_j|a i> = sum_r R_r conj(C[r,k,j,i]),
# r counting the copies of irrep c in b x a.  The cubic rotation group O has
# at most one copy; its double group has G8 x G8 = G1+G2+G3+2G4+2G5.
# A vector V in G8 is V_i = a S_i + b O_i, O_i = S_i^3 - (41/20) S_i,
# with S the spin-3/2 matrices and V_z = diag(p, q, -q, -p).
# Energies are in hartree; angular momenta are in units of hbar.
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.spatial.transform import Rotation
from scipy.constants import physical_constants

rng = np.random.default_rng(7)


def spin(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)])


# ---- the 48 elements of the double group as rotation vectors ----
four = np.eye(3)
three = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 3**0.5
two = np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1],
                [1, 0, -1], [0, 1, 1], [0, 1, -1]]) / 2**0.5
turns = [(four[2], 0.0)]
turns += [(n, k * np.pi / 2) for n in four for k in (1, 2, 3)]
turns += [(n, k * 2 * np.pi / 3) for n in three for k in (1, 2)]
turns += [(n, np.pi) for n in two]
rotvecs = np.array([(t + 2 * np.pi * s) * n for s in (0, 1) for n, t in turns])
order = len(rotvecs)
generators = (1, 7)  # quarter turns about x and z


def rotation_rep(j):
    J = spin(j)
    return np.array([expm(-1j * np.einsum('a,aij->ij', v, J)) for v in rotvecs])


cart = Rotation.from_rotvec(rotvecs).as_matrix()
perm = np.abs(np.round(cart))
sign = np.round(np.linalg.det(perm))[:, None, None]
pair = np.array([[-1, 1], [-1, -1], [2, 0]]) / np.sqrt([6, 2])
half, quartet_rep = rotation_rep(0.5), rotation_rep(1.5)
irreps = [np.ones((order, 1, 1)), sign, pair.T @ perm @ pair, cart,
          sign * cart, half, sign * half, quartet_rep]
names = ['G%d' % k for k in range(1, 9)]
G4, G5, G8 = irreps[3], irreps[4], irreps[7]

# ---- closure, homomorphism, irreducibility and completeness ----
products = np.einsum('aij,bjk->abik', half, half)
overlap = np.einsum('abik,cik->abc', products, half.conj()).real / 2
table = overlap.argmax(axis=2)
assert np.allclose(overlap.max(axis=2), 1)
for D in irreps:
    assert np.allclose(np.einsum('aij,bjk->abik', D, D), D[table])
chars = np.array([np.trace(D, axis1=1, axis2=2) for D in irreps])
assert np.allclose(chars.imag, 0)
assert np.allclose(chars @ chars.conj().T / order, np.eye(8))
assert sum(D.shape[1]**2 for D in irreps) == order

inverse = (table == 0).argmax(axis=1)
classes = [{int(table[table[h, g], inverse[h]]) for h in range(order)}
           for g in range(order)]
assert all(int(inverse[g]) in classes[g] for g in range(order))

# ---- multiplicities: characters against dimension of intertwiner space ----
raw = np.einsum('cg,bg,ag->cba', chars.conj(), chars, chars).real / order
mult = np.round(raw).astype(int)
assert np.allclose(raw, mult)


def intertwiner_dimension(Dc, Db, Da):
    blocks = []
    for g in generators:
        X = np.kron(Db[g], Da[g])
        blocks.append(np.kron(np.eye(Dc.shape[1]), X.T)
                      - np.kron(Dc[g], np.eye(len(X))))
    A = np.vstack(blocks)
    return A.shape[1] - np.linalg.matrix_rank(A, tol=1e-8)


for c in range(8):
    for b in range(8):
        for a in range(8):
            dim = intertwiner_dimension(irreps[c], irreps[b], irreps[a])
            assert dim == mult[c, b, a]
assert mult[:5, :5, :5].max() == 1
assert list(mult[:, 7, 7]) == [1, 1, 1, 2, 2, 0, 0, 0]
assert mult[7, 3, 7] == 2


def aligned_copies(U, D):
    """Orthonormal bases [copy, component, vector] transforming exactly as D."""
    d = D.shape[1]
    P = np.einsum('gmn,gab->mnab', D.conj(), U) * d / order
    w, v = np.linalg.eigh(P[0, 0])
    return np.array([[P[m, 0] @ s for m in range(d)] for s in v[:, w > 0.5].T])


def coupling(Db, Da, Dc):
    U = np.array([np.kron(x, y) for x, y in zip(Db, Da)])
    C = aligned_copies(U, Dc)
    return C.reshape(len(C), Dc.shape[1], Db.shape[1], Da.shape[1])


def is_covariant(T, U, D):
    left = np.einsum('gab,jbc,gdc->gjad', U, T, U.conj(), optimize=True)
    return np.allclose(left, np.einsum('kad,gkj->gjad', T, D))


def random_covariant(U, D):
    n = U.shape[1]
    shape = (D.shape[1], n, n)
    T = rng.normal(size=shape) + 1j * rng.normal(size=shape)
    T = np.einsum('gkj,gba,kbc,gcd->jad', D, U.conj(), T, U,
                  optimize=True) / order
    assert is_covariant(T, U, D)
    return T


def elements(bra, T, ket):
    return np.einsum('kx,jxy,iy->kji', bra.conj(), T, ket, optimize=True)


def reduced_elements(M, C):
    R = np.einsum('kji,rkji->r', M, C) / M.shape[0]
    assert np.allclose(M, np.einsum('r,rkji->kji', R, C.conj()))
    return R


# ---- the theorem for random operators between two different levels ----
for j1, j2, level, count in ((2, 3, G5, 1), (2.5, 3.5, G8, 2)):
    U = np.array([block_diag(x, y) for x, y in
                  zip(rotation_rep(j1), rotation_rep(j2))])
    bra, ket = aligned_copies(U, level)
    C = coupling(G4, level, level)
    assert len(C) == count
    found = []
    for _ in range(count):
        M = elements(bra, random_covariant(U, G4), ket)
        found.append(reduced_elements(M, C))
        if count == 2:
            p, q = M[0, 2, 0], M[1, 2, 1]
            assert np.allclose(M[:, 2, :], np.diag([p, q, -q, -p]))
    assert abs(np.linalg.det(np.array(found))) > 1e-4

# ---- explicit operators for both copies of G4 and of G5 ----
S = spin(1.5)
O = np.array([s @ s @ s - 41 / 20 * s for s in S])


def anti(A, B):
    return A @ B + B @ A


cyclic = ((1, 2, 0), (2, 0, 1), (0, 1, 2))  # two partners, then own axis
Q = np.array([anti(S[x], S[y]) for x, y, z in cyclic])
T = np.array([anti(S[z], S[x] @ S[x] - S[y] @ S[y]) for x, y, z in cyclic])
assert is_covariant(S, G8, G4) and is_covariant(O, G8, G4)
assert is_covariant(Q, G8, G5) and is_covariant(T, G8, G5)
assert abs(np.trace(S[2] @ O[2])) < 1e-12
assert abs(np.trace(Q[2] @ T[2])) < 1e-12
assert min(np.linalg.norm(Q[2]), np.linalg.norm(T[2])) > 0.1


def time_parity(A, j):
    Y = expm(-1j * np.pi * spin(j)[1])
    B = Y @ A.conj() @ Y.conj().T
    for parity in (1, -1):
        if np.allclose(B, parity * A):
            return parity
    return 0


parities = [time_parity(X[2], 1.5) for X in (S, O, Q, T)]
assert parities == [-1, -1, 1, -1]


# ---- closed level formula against diagonalization ----
def anisotropy(p, q):
    return 3 / 16 * (p + q)**2 * (3 * p - q) * (p - 3 * q)


def formula_levels(p, q, n):
    x, y, z = np.asarray(n)**2
    D = (p * q)**2 + anisotropy(p, q) * (x * y + y * z + z * x)
    s = p * p + q * q
    root = np.sqrt(max(s * s - 4 * D, 0))
    e = np.sqrt(np.maximum([(s + root) / 2, (s - root) / 2], 0))
    return np.sort(np.concatenate([e, -e]))


for _ in range(30):
    p, q = rng.normal(size=2)
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    V = (3 * p + q) / 5 * S + (p - 3 * q) / 3 * O
    assert np.allclose(np.diag(V[2]), [p, q, -q, -p])
    direct = np.linalg.eigvalsh(np.einsum('a,aij->ij', n, V))
    assert np.allclose(direct, formula_levels(p, q, n), atol=1e-7)

# ---- worked example: J = 5/2 in a cubic field ----
gap, h = 2e-3, 1e-5
J, U = spin(2.5), rotation_rep(2.5)
cubic = sum(np.linalg.matrix_power(x, 4) for x in J)
w = np.linalg.eigvalsh(cubic)
e8 = w[2]
e7 = (w.sum() - 4 * e8) / 2
crystal = gap * (cubic - e8 * np.eye(6)) / (e7 - e8)
assert np.allclose(np.linalg.eigvalsh(crystal), [0] * 4 + [gap] * 2, atol=1e-12)
copies = aligned_copies(U, G8)
assert len(copies) == 1
quartet = copies[0]
assert np.allclose(crystal @ quartet.T, 0, atol=1e-12)
M = elements(quartet, J, quartet)
V = M.transpose(1, 0, 2)
p, q = V[2, 0, 0].real, V[2, 1, 1].real
a, b = (3 * p + q) / 5, (p - 3 * q) / 3
assert np.allclose(V, a * S + b * O)
assert np.allclose([p, q, a, b], [-11 / 6, 1 / 2, -1, -10 / 9])
R1, R2 = np.sqrt(15 / 4) * a, np.sqrt(27 / 20) * b
R = reduced_elements(M, coupling(G4, G8, G8))
assert np.isclose(np.sum(abs(R)**2), R1**2 + R2**2)

# a time-even vector operator: nonzero in J = 5/2, zero inside the quartet
even = np.array([anti(anti(J[x], J[y]), J[x] @ J[x] - J[y] @ J[y])
                 for x, y, z in cyclic])
assert is_covariant(even, U, G4) and time_parity(even[2], 2.5) == 1
even_full = np.linalg.norm(even[2])
even_block = np.linalg.norm(elements(quartet, even, quartet)[:, 2, :])
assert even_full > 1 and even_block < 1e-10

# ---- output ----
reps = (0, 24, 10, 34, 1, 25, 2, 18)
assert sum(len(classes[g]) for g in reps) == order
print('Classes: E, Ebar, C3, C3bar, C4, C4bar, C2, C2prime')
print('class sizes (elements):', *[len(classes[g]) for g in reps])
for name, row in zip(names, chars.real):
    print('characters', name, *['%.3f' % (round(row[g], 3) + 0.0) for g in reps])


def decomposition(b, a):
    return ' + '.join((str(m) if m > 1 else '') + names[c]
                      for c, m in enumerate(mult[:, b, a]) if m)


for i in range(5):
    for k in range(i, 5):
        print(names[i], 'x', names[k], '=', decomposition(i, k))
print('G8 x G8 =', decomposition(7, 7))
print('G4 x G8 =', decomposition(3, 7))
print('largest multiplicity in O:', mult[:5, :5, :5].max())
print('time parity of S, O, Q, T:', *parities)
weights = abs(quartet[0])**2
print('G8 state m=3/2: weight of M=3/2: %.6f, of M=-5/2: %.6f'
      % (weights[1], weights[5]))
print('p = %.6f, q = %.6f (hbar)' % (p, q))
print('a = %.6f, b = %.6f (dimensionless)' % (a, b))
print('R1 = %.6f, R2 = %.6f (hbar)' % (R1, R2))
print('anisotropy coefficient of D: %.6f (hbar^4)' % anisotropy(p, q))
print('levels with b dropped: +-%.4f, +-%.4f (hbar)'
      % (1.5 * abs(a), 0.5 * abs(a)))
print('time-even vector: norm in J=5/2 %.4f, zero in G8: %s (hbar^4)'
      % (even_full, even_block < 1e-10))
print('G7-G8 gap = %.4f hartree' % gap)
print('Zeeman energy h = %.1e hartree' % h)
to_mev = physical_constants['Hartree energy in eV'][0] * 1e3
for label, n in (('[001]', [0, 0, 1]), ('[110]', [1, 1, 0]),
                 ('[111]', [1, 1, 1])):
    n = np.array(n) / np.linalg.norm(n)
    Jn = np.einsum('a,aij->ij', n, J)
    first = np.linalg.eigvalsh(np.einsum('a,aij->ij', n, V))
    assert np.allclose(first, formula_levels(p, q, n), atol=1e-7)
    full = np.linalg.eigvalsh(crystal + h * Jn)[:4]
    bound = (2.5 * h)**2 / (gap - 5 * h)
    assert np.max(abs(full - h * first)) < bound
    print(label, 'levels of n.J in G8 (hbar):', *['%.4f' % x for x in first])
    print(label, 'projected energies (microhartree):',
          *['%.3f' % (x * h * 1e6) for x in first])
    print(label, 'six-state energies (microhartree):',
          *['%.3f' % (x * 1e6) for x in full])
    print(label, 'projected top level: %.4f meV' % (first[-1] * h * to_mev))
print('tests ok')
```

Printed output:

```
Classes: E, Ebar, C3, C3bar, C4, C4bar, C2, C2prime
class sizes (elements): 1 1 8 8 6 6 6 12
characters G1 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000
characters G2 1.000 1.000 1.000 1.000 -1.000 -1.000 1.000 -1.000
characters G3 2.000 2.000 -1.000 -1.000 0.000 0.000 2.000 0.000
characters G4 3.000 3.000 0.000 0.000 1.000 1.000 -1.000 -1.000
characters G5 3.000 3.000 0.000 0.000 -1.000 -1.000 -1.000 1.000
characters G6 2.000 -2.000 1.000 -1.000 1.414 -1.414 0.000 0.000
characters G7 2.000 -2.000 1.000 -1.000 -1.414 1.414 0.000 0.000
characters G8 4.000 -4.000 -1.000 1.000 0.000 0.000 0.000 0.000
G1 x G1 = G1
G1 x G2 = G2
G1 x G3 = G3
G1 x G4 = G4
G1 x G5 = G5
G2 x G2 = G1
G2 x G3 = G3
G2 x G4 = G5
G2 x G5 = G4
G3 x G3 = G1 + G2 + G3
G3 x G4 = G4 + G5
G3 x G5 = G4 + G5
G4 x G4 = G1 + G3 + G4 + G5
G4 x G5 = G2 + G3 + G4 + G5
G5 x G5 = G1 + G3 + G4 + G5
G8 x G8 = G1 + G2 + G3 + 2G4 + 2G5
G4 x G8 = G6 + G7 + 2G8
largest multiplicity in O: 1
time parity of S, O, Q, T: -1 -1 1 -1
G8 state m=3/2: weight of M=3/2: 0.166667, of M=-5/2: 0.833333
p = -1.833333, q = 0.500000 (hbar)
a = -1.000000, b = -1.111111 (dimensionless)
R1 = -1.936492, R2 = -1.290994 (hbar)
anisotropy coefficient of D: 6.666667 (hbar^4)
levels with b dropped: +-1.5000, +-0.5000 (hbar)
time-even vector: norm in J=5/2 53.6656, zero in G8: True (hbar^4)
G7-G8 gap = 0.0020 hartree
Zeeman energy h = 1.0e-05 hartree
[001] levels of n.J in G8 (hbar): -1.8333 -0.5000 0.5000 1.8333
[001] projected energies (microhartree): -18.333 -5.000 5.000 18.333
[001] six-state energies (microhartree): -18.443 -5.000 5.000 18.221
[001] projected top level: 0.4989 meV
[110] levels of n.J in G8 (hbar): -1.6350 -0.9684 0.9684 1.6350
[110] projected energies (microhartree): -16.350 -9.684 9.684 16.350
[110] six-state energies (microhartree): -16.409 -9.735 9.631 16.291
[110] projected top level: 0.4449 meV
[111] levels of n.J in G8 (hbar): -1.5000 -1.1667 1.1667 1.5000
[111] projected energies (microhartree): -15.000 -11.667 11.667 15.000
[111] six-state energies (microhartree): -15.000 -11.778 11.555 15.000
[111] projected top level: 0.4082 meV
tests ok
```
